# Incremental Fock builds: screening threshold, accumulated error and rebuild interval, part 2

In closed-shell Hartree–Fock with $n$ real basis functions (Hartree atomic units, energies in Eh), $F=h+G[D]$ with $G$ linear. An incremental build adds only the screened $G_\tau[\Delta D_k]$, $\Delta D_k=D_k-D_{k-1}$, giving $\tilde F_k=h+\tilde G_k$. It skips $R_\tau[X]=G[X]-G_\tau[X]$, the shell quartets $q$ with estimate $e_q[X]<\tau$. With $d_{\max}=\max|X_{\mu\nu}|$ and $Q_{\max}$ the largest $\sqrt{(\mu\nu|\mu\nu)}$, nothing is kept once $d_{\max}<\tau/Q_{\max}^2$: the build freezes.

The accumulated error $A_k=\tilde G_k-G[D_k]$ obeys the ledger

$$A_k=-R_\tau[D_0]-\sum_{j=1}^{k}R_\tau[\Delta D_j].$$

Elementwise $|A_k|\le\sum_jB_j$, with $B_j\le 2n^2\tau$. A rebuild from the full density resets the ledger to $-R_\tau[D_k]$; rebuilding every $m$ steps gives $|A_k|\le2mn^2\tau$.

For a change $X$ made in $m$ equal steps, $m\,R_\tau[X/m]=R_{m\tau}[X]$. For steps $(1-\rho)\rho^kX$ the increments contribute $-\sum_q\rho^{k_q}G_q[X]$, where $G_q[X]$ is the contribution of $q$ to $G[X]$ and $k_q$ its first skipped step; the effective threshold is $\tau/(1-\rho)$.

The damped iteration is $D_{k+1}=D_k+\alpha(P_k-D_k)$, with $P_k$ the Aufbau density of $\tilde F_k$. Near the exact solution $D^{(0)}$, of energy $E_0$, let $x$ be the occupied–virtual components of $\Delta D$, $\Delta$ the orbital gaps and $y=\Delta^{1/2}x$. Then

$$y'=\left[(1-\alpha)-\alpha\,\Delta^{-1/2}g^{(k)}\Delta^{-1/2}\right]y ,$$

with $g^{(k)}$ the kernel of the kept quartets and $g$ the unscreened one. An eigenvalue $\eta$ of $\Delta^{-1/2}g^{(k)}\Delta^{-1/2}$ gives the step eigenvalue $\rho=1-\alpha(1+\eta)$, above $1$ when $\eta<-1$. A stable solution has $\Delta+g>0$. In the linear regime, the height and drift rate of a plateau in $\Delta D$ are proportional to $\tau$.

After a freeze with error $A$, the density $D^*$ solves the equations for $h+A$. With $S$ the overlap matrix, the monitored residual $\tilde FD^*S-SD^*\tilde F$ vanishes, while the true one is $-(AD^*S-SD^*A)$. With $\delta=D^*-D^{(0)}$, $E[D]$ the energy functional and $\tilde E$ the reported energy, to second order in $A$

$$E[D^*]-E_0=-\tfrac12{\rm Tr}(A\delta)\ge0,\qquad \tilde E-E_0=\tfrac12{\rm Tr}(D^{(0)}A).$$

## Example: a hydrogen fluoride trimer

The system is collinear (HF)$_3$ at the RHF/6-31G level, with a chosen bond length of 1.75 bohr and spacing of 5.2 bohr: 33 functions, 21 shells, 26796 unique quartets, $E_0=-299.976174$ Eh, gap 0.735 Eh. These are values in a small basis, not converged properties of the trimer, and all figures below refer to this basis only. The start is a superposition-of-atoms guess, $\tau=10^{-7}$ Eh and $\alpha=0.5$. With $Q_{\max}^2=5.4027$ Eh a freeze is certain below $d_{\max}=10^{-7}/5.4027=1.85\times10^{-8}$. The numerical check asserts the ledger and the elementwise bound at each step, and agreement with a direct loop over unique quartets at step 10, where both keep 8039. Cutoff, error and bound are in Eh.

| step | $d_{\max}$ | $\tau/d_{\max}$ | kept | $\max\lvert A\rvert$ | bound |
|---|---|---|---|---|---|
| 0 | 2.10 | 4.8e-8 | 0.448 | 9.4e-7 | 3.3e-6 |
| 10 | 1.6e-3 | 6.2e-5 | 0.300 | 3.8e-6 | 3.7e-5 |
| 20 | 3.6e-5 | 2.8e-3 | 0.178 | 4.7e-6 | 5.8e-5 |
| 30 | 2.4e-6 | 4.1e-2 | 0.088 | 6.1e-6 | 7.5e-5 |
| 60 | 2.2e-6 | 4.6e-2 | 0.061 | 2.4e-5 | 2.2e-4 |
| 119 | 2.3e-6 | 4.3e-2 | 0.064 | 6.3e-5 | 5.8e-4 |

Over the first 40 steps the incremental scheme evaluates 222222 quartets against about $40\times11993=479720$ for full builds, a ratio of 0.463. The kept count is not monotone: it goes from 1623 at step 60 to 1723 at step 100. At step 119 the summed bound is $5.84\times10^{-4}/6.34\times10^{-5}\approx9$ times the error, and the crude bound, $120\times2.178\times10^{-4}=2.6\times10^{-2}$ Eh, is far looser.

The build does not freeze by itself within these steps. The unscreened iteration reaches $d_{\max}<10^{-11}$ in 63 steps, with step eigenvalues from 0.218 to 0.746 and an observed ratio of 0.690; the upper eigenvalue below one confirms $\Delta+g>0$. The screened iteration stalls from about step 30 near $d_{\max}\approx 2\times10^{-6}$, some $20\tau$, and at step 119 lies $2.31\times10^{-6}/1.851\times10^{-8}\approx125$ times above the freezing level. On steps 108 to 117 the linearized map predicts the next $\Delta D$ within $2.8\times10^{-4}$ of its Frobenius norm, and its eigenvalues run from $-0.141$ to $1.316$. No eigenvalue comes near $-1$, so oscillation is excluded there, and $\rho=1.316$ corresponds to $\eta=(1-1.316)/0.5-1=-1.63$. This is the largest eigenvalue over these steps, not the growth factor of $\Delta D$: at step 112, 78% of $\|y\|^2$ lies in a mode with $\rho=1.039$ (not printed by the check). Successive steps have cosines of 0.990 to 0.999, so the plateau is a drift. The Frobenius norm of $A$ grows by $(2.997-1.540)\times10^{-4}/30=4.9\times10^{-6}$ Eh per step from step 60 to 90 and by $(4.424-2.997)\times10^{-4}/29=4.9\times10^{-6}$ Eh per step from 90 to 119. A conjecture for the steady height is self-regulation: growth of $\Delta D$ restores quartets and lowers the gain, and a slight decay removes quartets and raises it. Rescaling the step at 112 and screening it again supports this near the plateau: the gain $y^{\rm T}y'/y^{\rm T}y$ is 1.02 at the actual size, 0.84 at 1.25 times that size and 1.08 at 0.8 times. At a quarter of the size it is only 0.69, so a step that small would shrink further (these values are not printed by the check).

The freeze was forced at step 120 by raising the threshold once to $4.14\times10^{-6}$ Eh, above all estimates. The monitored residual then falls to $2.7\times10^{-13}$ Eh, while the true one is $8.9\times10^{-5}$ Eh and the density is off by $2.0\times10^{-4}$ in its largest element. The reported energy lies $1.169\times10^{-4}$ Eh (3.18 meV) above $E_0$, about $1200\tau$, and matches $\tfrac12{\rm Tr}(D^{(0)}A)$ to the printed digits. One full build at the same density keeps 12154 quartets and has a Frobenius error of $3.44\times10^{-6}$ Eh, smaller than at step 119 by $4.424\times10^{-4}/3.444\times10^{-6}=128$; its first-order energy term is $3.6\times10^{-8}$ Eh. At $\tau=10^{-5}$ Eh, with the freeze forced at step 40, $D^*$ agrees with an independent solution for $h+A$ to $1.1\times10^{-9}$ against a shift of $5.3\times10^{-3}$. The variational error is $5.198\times10^{-5}$ Eh, the second-order formula gives $5.185\times10^{-5}$ Eh, 0.3% lower, and the first-order term is $1.06\times10^{-3}$ Eh.

For $X$ equal to the converged density minus the guess, one step has a Frobenius error of $1.71\times10^{-6}$ Eh. Ten equal steps give $2.632\times10^{-5}$ Eh, equal to one step at $10\tau$; the factor is 15 rather than 10, the identity fixing the threshold and not the size of the error. The geometric path with $\rho=0.6$ gives $1.488\times10^{-5}$ Eh both by stepping and in closed form. In the real iteration, when $d_{\max}$ first falls below $10^{-4}$, the error is $2.92\times10^{-5}$ Eh for $\alpha=0.5$ (step 18) and $7.36\times10^{-5}$ Eh for $\alpha=0.2$ (step 40), a ratio of 2.52. Since $1-\rho=\alpha(1+\eta)$, the effective threshold of the collinear model rises by $0.5/0.2=2.5$. The check asserts a ratio above 1.2, and the closer agreement is a single observation.

Rebuilding every 8 steps caps the error but does not stop its growth between rebuilds. The Frobenius error before and after a rebuild is $2.94\times10^{-5}$ and $3.45\times10^{-6}$ Eh at step 40, and $3.06\times10^{-5}$ and $3.45\times10^{-6}$ Eh at step 72. At the last step of the last window the true residual is $5.2\times10^{-6}$ Eh and the reported energy is $2.1\times10^{-5}$ Eh (0.57 meV) below $E_0$, which no variational energy could be.

## Choosing the settings

**Threshold.** The threshold bounds single terms, and in the example the step size stalls near $20\tau$. A convergence criterion on the density change below that level is not met on the plateau, and one above it stops the run with whatever $A$ has accumulated. The threshold should sit below the wanted density criterion by more than this factor. The factor belongs to this system, basis and damping. For $\alpha$ from 0.2 to 0.7 the late $d_{\max}/\tau$ lies between 16 and 27, but for $\alpha=1$ it fluctuates between about 3 and 13, and the Frobenius norm of $A$ reaches only about $260\tau$ in 120 steps, against about $4400\tau$ for $\alpha=0.5$. The factor can be measured from $d_{\max}/\tau$ on a stalled run and, in the linear regime and if the same plateau is reached, carried to another $\tau$: at $\alpha=0.5$, thresholds from $10^{-6}$ to $10^{-9}$ Eh give $d_{\max}/\tau$ between 19 and 24 and a drift of 45 to 50 $\tau$ per step (these values are not printed by the check).

**Rebuild interval.** If each incremental step adds a ledger entry of norm at most $s$, the triangle inequality gives $\|A\|\le\|A_{\rm full}\|+(m-1)s$. Estimating $s$ by the growth rate of $\|A\|$ in the run without rebuilds (which equals the entry norm only for parallel entries, so the result is an estimate and not a bound), $3.4\times10^{-6}+7\times4.9\times10^{-6}=3.8\times10^{-5}$ Eh for $m=8$, against $3.1\times10^{-5}$ Eh found in the last window. A late window costs about 28900 quartets on average against $8\times12154=97232$, a ratio of 0.30. In the last window the incremental steps keep 3090 falling to 2161 quartets, more than the 1722 at step 119 of the run without rebuilds. For $m=8$, 16 and 32 the Frobenius error at the end of late windows is about $3\times10^{-5}$, $6\times10^{-5}$ and $1.3\times10^{-4}$ Eh, roughly proportional to $m$, while the cost ratio falls from 0.30 to about 0.25 and 0.2, the last digit depending on the windows taken. The proportionality does not extend to $m=4$, where the error at the end of the windows in steps 72 to 95 is only about $6\times10^{-6}$ to $8\times10^{-6}$ Eh at a cost ratio of 0.31. In this example, then, $m=4$ is more accurate than $m=8$ at nearly the same cost. The window costs and the comparison of intervals are not printed by the check.

**Diagnosing a stall.** A flat $d_{\max}$ of order $\tau$ times a modest factor, with successive steps nearly parallel, is the signature found above. Stronger damping does not change the sign condition $\eta<-1$ for a given kept set, and it raised the error of the convergent phase. Further iterations without a rebuild increase $A$.

**Final step.** A vanishing residual computed from $\tilde F$ does not test the true equations, so residual and energy should be taken from a fully rebuilt matrix. The energy error is then the second-order variational term plus $-\tfrac12{\rm Tr}(DR_\tau[D])$. If the rebuilt residual is too large, the iteration should continue with full builds, which leave only the residual caused by $-R_\tau[D]$, or with a smaller $\tau$, since in the example the error grew again between rebuilds.

The ledger and its bounds hold for any sequence of densities. The step map, the freeze and the plateau were derived for simple damping in Hartree–Fock; extrapolation schemes that combine several stored Fock matrices have a different recursion and need their own analysis.

## Values computed for the example and the checks

```
(HF)3 RHF/6-31G r_FH=1.75 bohr spacing=5.2 bohr; n=33 shells=21 unique quartets=26796
E0 = -299.976173624 Eh; tau=1e-07 Eh; alpha=0.5; HOMO-LUMO gap 0.7349 Eh
Qmax^2 = 5.4027 Eh; sure-freeze dmax = 1.851e-08; 2n^2 tau = 2.178e-04 Eh
unscreened: 63 steps to dmax<1e-11; map eigenvalues 0.218..0.746; observed ratio 0.690
step  dmax  tau/dmax(Eh)  kept  fraction  max|err|(Eh)  bound(Eh); threshold raised at step 120
  0 2.10e+00 4.76e-08  11993 0.4476 9.35e-07 3.33e-06
  1 1.72e-01 5.82e-07  11417 0.4261 9.28e-07 6.25e-06
  5 1.83e-02 5.46e-06  10085 0.3764 1.34e-06 2.16e-05
 10 1.62e-03 6.18e-05   8039 0.3000 3.82e-06 3.71e-05
 15 2.23e-04 4.49e-04   6406 0.2391 4.41e-06 4.58e-05
 20 3.56e-05 2.81e-03   4769 0.1780 4.65e-06 5.75e-05
 30 2.43e-06 4.12e-02   2362 0.0881 6.07e-06 7.52e-05
 40 2.49e-06 4.02e-02   1871 0.0698 1.22e-05 1.17e-04
 60 2.19e-06 4.56e-02   1623 0.0606 2.35e-05 2.20e-04
 80 2.24e-06 4.46e-02   1665 0.0621 3.72e-05 3.39e-04
100 2.16e-06 4.64e-02   1723 0.0643 5.07e-05 4.58e-04
119 2.31e-06 4.32e-02   1722 0.0643 6.34e-05 5.84e-04
120 2.15e-06 1.93e+00      0 0.0000 6.33e-05 6.00e-04
142 5.11e-13 8.09e+06      0 0.0000 6.31e-05 6.16e-04
raised threshold 4.139e-06 Eh; quartets in 40 steps: incremental 222222, full about 479720, ratio 0.463
plateau steps 108-117: map eigenvalues min -0.141, max 1.316
  cosine of successive dD 0.990..0.999; linear-map deviation 2.8e-04
  Frobenius err at steps 60, 90, 119: 1.540e-04 2.997e-04 4.424e-04 Eh
direct loop at step 10: kept 8039, skipped part max 8.855e-07 Eh
frozen residual max: apparent 2.70e-13 Eh, true 8.911e-05 Eh; max|D*-D0| = 1.960e-04
reported energy error 1.1694e-04 Eh = 3.1820e-03 eV; Tr(D0 err)/2 = 1.1694e-04 Eh
frozen err: max 6.307e-05, Frobenius 4.403e-04 Eh
full rebuild at D*: kept 12154, max 1.009e-06, Frobenius 3.444e-06 Eh
  ratio step 119/rebuild 128.45; rebuild energy error 3.598e-08 Eh
first dmax<1e-04: alpha=0.5 step 18 err 2.920e-05 Eh; alpha=0.2 step 40 err 7.355e-05 Eh; ratio 2.52
rebuild every 8, 80 steps: crude bound 2mn^2tau = 1.742e-03 Eh
  Frobenius err before/after rebuild at step 16: 1.765e-05 / 3.446e-06 Eh
  Frobenius err before/after rebuild at step 40: 2.938e-05 / 3.445e-06 Eh
  Frobenius err before/after rebuild at step 72: 3.058e-05 / 3.445e-06 Eh
  last window max Frobenius 3.090e-05 Eh; true residual 5.198e-06 Eh
  energy error -2.093e-05 Eh = -5.695e-04 eV; max|D-D0| = 7.073e-06
X=D0-Dguess, dmax 0.3501: one step err Frobenius 1.708e-06 Eh
  10 equal steps 2.6321e-05 Eh; one step at 10 tau 2.6321e-05 Eh
  geometric rho=0.6: 29 active steps, tau/(1-rho) = 2.50e-07 Eh
  stepped 1.4878e-05 Eh; closed form 1.4878e-05 Eh
tau=1e-05, frozen at step 40: max err 1.945e-03 Eh, max|D*-D0| 5.258e-03
  vs perturbed SCF 1.1e-09; first order Tr(D0 err)/2 = 1.0588e-03 Eh
  variational error 5.1982e-05 Eh; -Tr(err dD)/2 = 5.1849e-05 Eh
```
